# Prefactor bias in the slope of a 1/E dielectric lifetime plot

## Question

I am working on field acceleration of dielectric breakdown. The model says that the lifetime $t$ at constant field $E$ is inversely proportional to $E^2\exp(-B/E)$. I have to show that the local slope of log lifetime against $1/E$ is $B+2E$, and then find the bias for $B=240$ MV/cm at $E=10$ MV/cm.

I took the logarithm and got $-2\ln E+B/E$ plus a constant. The second term clearly gives $B$. The first has derivative $-2/E$, so I end up with $B-2/E$, which has the wrong sign and does not even have consistent units. What am I doing wrong?

I also don't see how the slope can depend on field when lifetimes taken between 9 and 11 MV/cm fall on what looks like a straight line. And if I want the lifetime at 5 MV/cm, does the difference between $B$ and the slope matter?

## Answer

Your logarithm is right. The trouble is that you differentiated one term with respect to $1/E$ and the other with respect to $E$.

### The slope

Write the law with its constant of proportionality,

$$t(E)=\frac{K}{E^2\exp(-B/E)}=K\,E^{-2}\exp(B/E),$$

where $K$ and $B$ do not depend on field. $K$ carries the units that make $t$ a time. Changing the unit of $E$ inside the logarithm only adds a constant to $\ln t$, so it cannot affect a slope.

Now use the plotted variable, $x=1/E$, throughout. Since $E^{-2}=x^2$,

$$\ln t=\ln K+2\ln x+Bx .$$

The sign of the logarithmic term has changed because $-2\ln E=+2\ln x$. Differentiating at constant $K$ and $B$ gives

$$S\equiv\frac{d\ln t}{dx}=\frac{2}{x}+B=B+2E .$$

You can also repair your own route with the chain rule. From $E=1/x$ follows $dE/dx=-1/x^2=-E^2$, so

$$\frac{d(-2\ln E)}{dx}=\left(-\frac{2}{E}\right)(-E^2)=+2E .$$

The missing factor $-E^2$ cures both the sign and the units.

"Log" here means the natural logarithm. Because $\log_{10}t=\ln t/\ln 10$, a base-ten plot has slope $(B+2E)/\ln 10$, which must be multiplied by $\ln 10$ before it is compared with $B$.

For your numbers,

$$S=240+2\times10=260\ \text{MV/cm}=26\ \text{V/nm}.$$

If this slope is read as $B$, the result is too high by 20 MV/cm, or $20/240=8.3\,\%$ of the true $B$. The base-ten slope is 112.9 MV/cm.

The bias comes from the prefactor. Had it been $E^n$ instead of $E^2$, the same steps would give $B+nE$, and for $n=0$ the slope would be $B$ at every field. Relative to $B$, the bias is $2E/B$. Within this law it therefore disappears towards low field, and is largest where accelerated tests are made.

### Why the plot looks straight

The second derivative is

$$\frac{d^2\ln t}{dx^2}=-\frac{2}{x^2}=-2E^2<0,$$

so the curve is concave, but a short piece of it bends very little. Over an interval $\Delta x$, a curve with second derivative $c$ departs from its chord by at most about $|c|(\Delta x)^2/8$. Between 9 and 11 MV/cm,

$$\Delta x=\frac19-\frac1{11}=0.0202\ \text{cm/MV},$$

and with $E\approx10$ MV/cm the departure is about $200\times(0.0202)^2/8=0.01$ in $\ln t$. That is 1 % in lifetime, which is easily hidden by the scatter of breakdown times.

The slope of the chord keeps nearly the whole bias. For two fields $E_1<E_2$,

$$\frac{\ln t(E_1)-\ln t(E_2)}{1/E_1-1/E_2}
=B+\frac{2\ln(E_2/E_1)}{1/E_1-1/E_2}.$$

For your window the last term is $2\times0.2007/0.0202=19.87$ MV/cm, so the chord has slope 259.87 MV/cm. A least-squares line through five equally spaced fields gives 259.85 MV/cm. A good straight line thus does not show that its slope is $B$.

If you trust the $E^2$ prefactor, move it to the other side:

$$\ln(tE^2)=\ln K+\frac{B}{E}.$$

Plotted against $1/E$, this is straight with slope $B$.

### What happens at 5 MV/cm

Let $E_0$ be the stress field, $E$ the use field and $r=E_0/E$. The law gives

$$\ln\frac{t(E)}{t(E_0)}=B\left(\frac1E-\frac1{E_0}\right)+2\ln r .$$

For $E_0=10$ and $E=5$ MV/cm, the difference of inverse fields is 0.1 cm/MV, and the right-hand side is $24+2\ln2=25.386$. The lifetime grows by a factor $1.06\times10^{11}$.

The effect of the bias on this number depends on how the slope is used. In the three cases below, the lifetime at $E_0$ is held at its correct value, and I use $E_0(1/E-1/E_0)=r-1$.

**The tangent is continued as a straight line.** The predicted logarithm is $(B+2E_0)(1/E-1/E_0)$. Subtracting the true one leaves

$$\ln\frac{t_{\rm pred}}{t_{\rm true}}=2(r-1)-2\ln r=2(r-1-\ln r).$$

For $r=2$ this is 0.614, so the prediction is 1.85 times too long. Since $\ln r\le r-1$, the error is never negative: a tangent to a concave curve lies above it on both sides. For a short extrapolation, $r=1+\epsilon$, this error in $\ln t$ is approximately $\epsilon^2$. For a very long one the term $2r$ dominates.

**The slope is put in place of $B$ in the full law.** The prefactor is now counted twice, once in the slope and once explicitly. The terms $2\ln r$ cancel in the comparison, and

$$\frac{t_{\rm pred}}{t_{\rm true}}=\exp[2(r-1)]=e^2=7.39 .$$

**The true $B$ is used, but the prefactor is dropped.** Then the term $2\ln r$ is missing, and

$$\frac{t_{\rm pred}}{t_{\rm true}}=r^{-2}=0.25 .$$

So the tangent used consistently as a tangent does less harm here than the same number inserted into the full law. The 8.3 % bias in $B$ is not an 8.3 % error in lifetime, because $B$ sits in an exponent.

### Where the $E^2$ comes from

The prefactor can be justified if breakdown occurs after a fixed charge has been injected. Then $t$ is inversely proportional to the current density $J$, and one needs the field dependence of tunnelling through a triangular barrier.

Let the barrier height above the Fermi level be $\varphi$, the tunnelling mass $m$, and the electron's energy of motion normal to the interface $W=u\varphi$, measured from the Fermi level. If the mass for transverse motion is the same in the cathode and the film, the barrier at depth $z$ exceeds this energy by $\varphi-W-eEz$. Unequal masses would multiply the linearised current found below by a constant, without changing its power of $E$. The semiclassical exponent is

$$\frac{2}{\hbar}\int_0^{(\varphi-W)/eE}\!\sqrt{2m(\varphi-W-eEz)}\,dz
=\frac{4\sqrt{2m}}{3\hbar eE}(\varphi-W)^{3/2}
=\frac{B}{E}(1-u)^{3/2},$$

with

$$B=\frac{4\sqrt{2m}\,\varphi^{3/2}}{3\hbar e}.$$

At zero temperature, the electrons with normal energy $W<0$ may have any transverse energy between 0 and $-W$. For free transverse motion in two dimensions the density of states is constant, so the number of occupied transverse states is proportional to $-W$. The rate of arrival at the barrier also contains the normal velocity times the density of states in normal energy. In one dimension that density is inversely proportional to the velocity, so the product is constant. With $s=-u$,

$$J\propto\int_0^\infty s\,\exp\!\left[-\frac BE(1+s)^{3/2}\right]ds .$$

This assumes a metal cathode, whose Fermi sea is much deeper than $2E\varphi/(3B)$, the energy over which the transmission falls by a factor $e$ just below the Fermi level. This is about 0.09 eV at 10 MV/cm for a barrier of 3.1 eV, and the mean normal energy of the tunnelling electrons lies about twice as deep. The upper limit may then be taken to infinity. In a silicon cathode the electron layer can be shallow or quantised, and the prefactor need not be $E^2$. Since only small $s$ matters when $B/E$ is large, $(1+s)^{3/2}\approx1+\tfrac32s$. Setting $a=3B/(2E)$ and using $\int_0^\infty s\,e^{-as}ds=1/a^2$,

$$J\propto\frac{e^{-B/E}}{a^2}=\frac{4E^2}{9B^2}\,e^{-B/E}.$$

One power of $E$ comes from the width of the energy range that tunnels, and the other from the supply, which itself grows linearly with depth below the Fermi level.

The next term in the exponent, $\tfrac38s^2$, shows how good this is. With the weight $s\,e^{-as}$ the average of $s^2$ is $6/a^2$, so $J$ is multiplied by

$$1-\frac{3B}{8E}\,\frac{6}{a^2}=1-\frac EB .$$

To this order $\ln t$ gains $E/B=1/(Bx)$, and the slope changes by $-1/(Bx^2)=-E^2/B=-0.42$ MV/cm at 10 MV/cm. The full integral gives $-0.37$ MV/cm. To check the linearisation, lifetimes calculated from the full integral were fitted over your window. The slope of $\ln t$ is 259.49 MV/cm and that of $\ln(tE^2)$ is 239.64 MV/cm. The bias and its cure both survive without the linearisation.

### How this compares with a real film

Your $B$ suits dense silicon dioxide. With a rough barrier of 3.1 eV, it implies a tunnelling mass of 0.41 electron masses. A stress field of 10 MV/cm is close to the rough breakdown strength of such a film and too high for porous low-k material. A use field of 5 MV/cm is also high for insulation between interconnect lines; a lower one makes $r$, and hence the extrapolation errors above, larger, as long as the law still applies. In a 10 nm film it stops applying below about 3.1 MV/cm, where the barrier becomes a trapezoid (see below); at 2.5 MV/cm the zero-temperature current is already about $10^4$ times the triangular-barrier value. For the estimates below I take a metal cathode, a rough thickness of 10 nm and a stress temperature of 398 K. Of the slope shifts estimated below at 10 MV/cm, the largest comes from a charge to breakdown that depends on field. With the rough value used here it is 80 MV/cm, four times the bias you were asked about.

**Charge to breakdown.** Suppose it varies as $\exp(H/E)$, for instance because the damage done per electron depends on field. Then $t$ gains this factor and the slope becomes $B+H+2E$. For a rough $H=80$ MV/cm, the use-to-stress lifetime ratio rises by a factor $e^{80\times0.1}=e^8$, about 3000. The plot of $\ln(tE^2)$ now yields $B+H$. It removes the prefactor, but it cannot tell you whether the remaining constant describes tunnelling alone.

**Temperature.** Thermal electrons above the Fermi level see a thinner barrier. At fixed $B$ and barrier height, going from zero temperature to 398 K changes the slope at 10 MV/cm by $-5.9$ MV/cm. The current rises by a factor of about 1.3 at 10 MV/cm but about 4 at 5 MV/cm. The reason is that, near the Fermi level, transmission grows with energy as $\exp(3Bu/2E)$, which is steeper at low field. If both lifetimes refer to 398 K, their ratio is about a third of the cold one. These numbers describe the current alone, with a fixed charge to breakdown. In a real film that charge can itself depend on temperature, which is not included here.

**Image force.** The electron's attraction to its image in the cathode adds $-e^2/(16\pi\varepsilon z)$ to the barrier. With a rough optical permittivity $\varepsilon=2.1\,\varepsilon_0$, the top falls by 0.83 eV at 10 MV/cm, yet the slope of the tunnelling exponent changes by only $-3.1$ MV/cm. To see why, let $f$ be the square of the ratio of the lowering to $\varphi$; it is proportional to $E$. A standard approximation multiplies the exponent $B/E$ by $1-f+\tfrac16f\ln f$. The term $-f$ then gives $-Bf/E$, which is independent of field and so shifts the plot without tilting it. The logarithmic term tilts it by $-Bf/6$. With $f=(0.83/3.1)^2=0.072$ this is $-2.9$ MV/cm, near the value from direct integration. The effect of the image force on the prefactor is left out here; it adds about $-0.2$ MV/cm. The thermal and image shifts have the same sign. With both included, the fit over 9 to 11 MV/cm gives about 250 MV/cm for $\ln t$ and 230 MV/cm for $\ln(tE^2)$, so the corrected plot then lies about 10 MV/cm below $B$.

**Field calibration.** If every field is read 1 % too high, every inverse field is read 1 % too small, and the slope becomes $1.01\times260$ MV/cm, an increase of 2.6 MV/cm. An error in film thickness can do this, and the $\ln(tE^2)$ plot does not remove it. A small constant offset shifts the slope about twice as much as a scale error of the same size at the stress field, and it can be much larger than 1 %. If the true field is $E$ but the field read is $E_{\rm r}=E+\delta$, the slope against $1/E_{\rm r}$ is $(B+2E)(E_{\rm r}/E)^2$. For a reading of 10 MV/cm and $\delta=1$ MV/cm, which is 1 V across 10 nm, this is $258\times(10/9)^2=318.5$ MV/cm, which is 58.5 MV/cm above the 260 MV/cm expected at that reading and 60.5 MV/cm above the true slope of 258 MV/cm at the true field of 9 MV/cm. An uncorrected flat-band voltage or trapped charge can cause such an offset.

**Barrier shape.** At 5 MV/cm, or 0.5 V/nm, the triangular barrier is $3.1/0.5=6.2$ nm long, which fits inside a 10 nm film. In a film thinner than 6.2 nm, electrons at the Fermi level would reach the anode before leaving the barrier. The barrier would then be a trapezoid, and the law would need replacing.

**Leakage.** With a fixed charge to breakdown, the lifetime ratio is also the inverse current ratio. The tunnel current at 5 MV/cm is thus about $10^{-11}$ of its value at 10 MV/cm at zero temperature, and about $3\times10^{-11}$ at 398 K. Both values leave out the image force. Through the exponent alone it raises them by about 25 %; in the full integral it raises the cold value by about 26 % and the value at 398 K by about 30 %. A parallel leakage path larger than that would dominate the measured current at use. Whether it would also shorten the life depends on whether its carriers cause damage.

### The choice of field law

For an extrapolation this long, the form of the law matters more than the prefactor. Compare two alternatives, each matched to the same lifetime and the same slope $S=260$ MV/cm at $E_0=10$ MV/cm.

If $\ln t=\text{const}-\gamma E$, then $d\ln t/dx=\gamma E^2$, because $dE/dx=-E^2$. Matching gives $\gamma=S/E_0^2=2.6$ cm/MV. Going down to 5 MV/cm adds $2.6\times5=13$ to $\ln t$, a factor $4.4\times10^5$.

If $\ln t=\text{const}-g\sqrt E$, then $d\ln t/dx=\tfrac12gE^{3/2}$, so $g=2S/E_0^{3/2}$. The gain in $\ln t$ is

$$g\left(\sqrt{E_0}-\sqrt E\right)=\frac{2S}{E_0}\left(1-\frac1{\sqrt r}\right)=52\times0.293=15.2,$$

a factor $4.1\times10^6$.

Your law gives $1.06\times10^{11}$. At 5 MV/cm it therefore predicts a lifetime $2.4\times10^5$ times longer than the law linear in $E$, and $2.6\times10^4$ times longer than the law in $\sqrt E$. All three agree in value and slope at the stress field, so close to it they differ mainly through their curvature. For the law linear in $E$ the second derivative with respect to $x$ is $-2\gamma E^3=-5200$ (MV/cm)$^2$ at 10 MV/cm. Between 9 and 11 MV/cm it therefore bends from its chord by about 0.3 in $\ln t$, against 0.01 for your law. Measured from a line fitted through five fields, the largest residuals are about half as large, 0.14 against 0.005. Precise data might show this difference, but scattered data may not. Long tests at lower fields, or independent evidence for the mechanism, give a stronger test.

For the exercise, then, $B+2E$ follows exactly from the stated law. Correcting the slope gives you the right parameter of that law, but it does not establish that the law holds at the use field. The numerical output below lists the main values.

## Computed values

```
B: 240 MV/cm
Stress field: 10 MV/cm; use field: 5 MV/cm
Barrier height (rough): 3.1 eV
Film thickness (rough): 10 nm
Optical permittivity (rough): 2.1
Stress temperature: 398 K
Tunnelling mass implied by B: 0.414 electron masses
Local slope, natural log: 260.00 MV/cm = 26.00 V/nm
Local slope, base-ten log: 112.9 MV/cm
Bias of slope read as B: 20.00 MV/cm
Bias relative to B: 8.33 %
Secant slope, 9 to 11 MV/cm: 259.87 MV/cm
Fitted slope, 5 fields in that window: 259.85 MV/cm
ln of true use/stress lifetime ratio: 25.386
True use/stress lifetime ratio: 1.06e+11
Predicted/true lifetime at use field:
  tangent continued as straight line: 1.847
  slope put in place of B in full law: 7.389
  true B, prefactor dropped: 0.250
Supply integral, cold, fitted over the same window:
  slope of ln t: 259.49 MV/cm
  slope of ln(t E^2): 239.64 MV/cm
Neglected effects, slope shift at stress field:
  unlinearised exponent, cold: -0.37 MV/cm
  temperature, hot minus cold: -5.89 MV/cm
  image force, exponent only: -3.14 MV/cm
  field read 1 % too high: 2.60 MV/cm
  charge to breakdown, H (rough): 80 MV/cm
Image-force barrier lowering at stress: 0.83 eV
Thermal current gain at stress field: 1.33
Thermal current gain at use field: 3.99
Thermal factor on use/stress ratio: 0.33
Factor on use/stress ratio from H: 2981
Triangular barrier length at use field: 6.2 nm
Other models matched at stress, use/stress lifetime ratio:
  ln t linear in E: 4.42e+05
  ln t linear in sqrt(E): 4.12e+06
Lifetime at use, present law over other model:
  linear in E: 2.39e+05
  linear in sqrt(E): 2.57e+04
```
